\section*{Natural Occupations of Helium and Its Correlation Energy Shell by Shell}

\section*{Exercise}

Consider the ground state of helium with a fixed point nucleus, $Z=2$, and the non-relativistic Hamiltonian in Hartree atomic units,
\begin{equation}
H=h(1)+h(2)+\frac1{r_{12}},\qquad h=-\tfrac12\nabla^2-\frac Zr .
\end{equation}

(a) Set up a configuration interaction (CI) calculation in partial waves and find the natural occupation of 1s per spin.

(b) Define the contribution of a natural shell to the correlation energy $E-E_{\rm HF}$, where $E_{\rm HF}$ is the Hartree--Fock energy. Rank the shells 2s, 2p and 3d.

(c) Explain the ranking, and check whether it survives a change of definition.

Here 2s, 2p and 3d name the most strongly occupied natural orbitals of their symmetry, apart from 1s. They are not excited states of the atom.

\section*{Hints}

\begin{enumerate}
\item The state has total angular momentum zero, so its spatial part depends on $r_1$, $r_2$ and the angle $\theta_{12}$ only. Expand it in Legendre polynomials.
\item The coefficient matrix of each partial wave is real and symmetric. Diagonalize it, then use the addition theorem to count orbitals.
\item Project $H\Psi=E\Psi$ on the product of two natural 1s orbitals. Which matrix elements survive?
\item For the explanation, keep just two configurations, $1s^2$ and one correlating pair.
\end{enumerate}

\section*{Solution}

\subsection*{Partial waves}

The singlet spin function is antisymmetric, so the spatial function $\Psi$ is symmetric. It can be chosen real. Write
\begin{equation}
\Psi=\sum_l\sum_{ij}C^l_{ij}\,\frac{u_{i}(r_1)\,u_{j}(r_2)}{r_1r_2}\,F_l,\qquad
F_l=\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\theta_{12}),
\end{equation}
with radial functions $u_i$ that are orthonormal within each $l$. Exchange of the electrons leaves $F_l$ unchanged, hence $C^l_{ij}=C^l_{ji}$.

For a function of $x=\cos\theta_{12}$ alone, $\int d\Omega_1d\Omega_2\,f=8\pi^2\int_{-1}^1f\,dx$. Therefore
\begin{equation}
\int d\Omega_1d\Omega_2\,F_lF_{l'}=\frac{8\pi^2}{16\pi^2}\sqrt{(2l+1)(2l'+1)}\;\frac{2\,\delta_{ll'}}{2l+1}=\delta_{ll'} .
\end{equation}

Each electron in $F_l$ carries angular momentum $l$, so $h$ reduces to the radial operator
\begin{equation}
h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr .
\end{equation}
For the repulsion, insert $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\theta_{12})$, where $r_<$ and $r_>$ are the smaller and larger radius. The matrix to be diagonalized is
\begin{align}
\langle ij,l|H|i'j',l'\rangle&=\delta_{ll'}\left[(h_l)_{ii'}\delta_{jj'}+\delta_{ii'}(h_l)_{jj'}\right]+\sum_kA_k\,R^k(ii';jj'),\\
A_k&=\tfrac12\sqrt{(2l+1)(2l'+1)}\int_{-1}^1P_lP_kP_{l'}\,dx,\\
R^k(ii';jj')&=\int_0^\infty\!\!\int_0^\infty u_iu_{i'}(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,u_ju_{j'}(r_2)\,dr_1dr_2 .
\end{align}
The factor $\tfrac12$ in $A_k$ is the same $8\pi^2/16\pi^2$ as above.

The calculation uses 14 functions $u_n\propto r^{l+1}e^{-\alpha_lr}L_n^{(2l+2)}(2\alpha_lr)$ for each $l=0,\dots,5$, with $\alpha_l=2.0+0.7\,l$. They are orthogonal because $r^{2l+2}e^{-2\alpha_lr}$ is the weight function of these Laguerre polynomials.

\subsection*{Natural orbitals and occupations}

Diagonalize $C^l=U\,\mathrm{diag}(d_{nl})\,U^T$ and define $\tilde u_{nl}=\sum_iU_{in}u_i$. This removes the double sum over radial functions. With real spherical harmonics the addition theorem reads $P_l=\frac{4\pi}{2l+1}\sum_mY_{lm}(1)Y_{lm}(2)$, so
\begin{equation}
F_l=\frac1{\sqrt{2l+1}}\sum_mY_{lm}(1)Y_{lm}(2).
\end{equation}
With $\phi_k=\tilde u_{nl}Y_{lm}/r$ and $k=(n,l,m)$, the wave function becomes
\begin{equation}
\Psi=\sum_kc_k\,\phi_k(1)\phi_k(2),\qquad c_k=\frac{d_{nl}}{\sqrt{2l+1}} .
\end{equation}

The total one-particle density matrix is $2\int\Psi(\mathbf r,\mathbf r_2)\Psi(\mathbf r',\mathbf r_2)\,d^3r_2$. In a singlet each spin has half of it. Orthonormality of the $\phi_k$ removes the cross terms:
\begin{equation}
\gamma(\mathbf r,\mathbf r')=\sum_kc_k^2\,\phi_k(\mathbf r)\phi_k(\mathbf r'),\qquad n_k=c_k^2=\frac{d_{nl}^2}{2l+1},\qquad \sum_kn_k=1 .
\end{equation}
The $\phi_k$ are thus the natural orbitals and the $n_k$ their occupations per spin. A whole shell holds $d_{nl}^2$ per spin.

The computed amplitudes, with the overall sign chosen so that $d_{1s}>0$, give
\begin{center}
\begin{tabular}{lrrr}
shell & $d$ & $n$ per orbital & $d^2$ per shell\\
1s & $0.99599$ & $0.99199$ & $0.99199$\\
2s & $-0.06151$ & $0.00378$ & $0.00378$\\
2p & $-0.06177$ & $0.00127$ & $0.00382$\\
3d & $-0.01270$ & $0.00003$ & $0.00016$
\end{tabular}
\end{center}
For 2p, for example, $0.06177^2=0.00382$, and a third of this is $0.00127$. The last digit of the amplitudes depends on the cutoff $l\le5$: without it $|d|$ is smaller by about $3\times10^{-5}$ (2s), $7\times10^{-5}$ (2p) and $4\times10^{-5}$ (3d), and the 2p shell holds $0.00381$.

The answer to (a) is $n_{1s}=0.992$. With s waves alone it is $0.99561$; adding p waves lowers it to $0.99187$, and the higher waves raise it slightly, to $0.99199$ for $l\le5$ and to $0.99200$ when all waves are included. A Hylleraas wave function, which contains $r_{12}$ explicitly and has no partial-wave cutoff, has the projection $0.99599$ on the same 1s pair, in agreement with the CI amplitude.

The correlating orbitals are compact. The mean radius of the natural 2p is $1.06$ bohr, close to the $0.93$ bohr of 1s. A 2p electron in He$^+$ has $\langle r\rangle=[3n^2-l(l+1)]/(2Z)=2.5$ bohr.

\subsection*{An additive energy}

Let $\Phi_1=\phi_1(1)\phi_1(2)$ with $\phi_1$ the natural 1s orbital. Projecting $H\Psi=E\Psi$ on $\Phi_1$ gives
\begin{equation}
E\,c_1=\sum_kc_k\,\langle\phi_1\phi_1|H|\phi_k\phi_k\rangle .
\end{equation}
For $k\neq1$ the one-electron terms contain $\langle\phi_1|h|\phi_k\rangle\langle\phi_1|\phi_k\rangle=0$. The repulsion leaves the exchange integral
\begin{equation}
K_{1k}=\iint\frac{\phi_1\phi_k(\mathbf r_1)\;\phi_1\phi_k(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2>0 .
\end{equation}
It is positive because it equals $\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\rho(\mathbf q)|^2$, with $\rho(\mathbf q)$ the Fourier transform of $\phi_1\phi_k$. Dividing by $c_1$ and subtracting $E_{\rm HF}$,
\begin{equation}
E-E_{\rm HF}=(H_{11}-E_{\rm HF})+\sum_{k\neq1}\frac{c_k}{c_1}K_{1k},\qquad H_{11}=\langle\Phi_1|H|\Phi_1\rangle .
\label{eq:shares}
\end{equation}
This holds for the exact state, and also for full CI in a finite basis, since $\Phi_1$ then lies in the space where the eigenvalue equation is solved. Configurations $\phi_1\phi_k$ with one electron excited may couple to $\Phi_1$, but they do not occur in the natural expansion. The first bracket cannot be negative, because Hartree--Fock minimizes the energy over products $\phi(1)\phi(2)$.

To sum over a shell, note that $\phi_1\phi_{nlm}$ has the angular dependence $Y_{00}Y_{lm}$. Only the multipole $k=l$ of $1/r_{12}$ contributes, with the factor $\frac{4\pi}{2l+1}Y_{00}^2=\frac1{2l+1}$. So $K_{1k}=R^l/(2l+1)$, where $R^l$ has $\tilde u_{1s}\tilde u_{nl}$ at both radii. The $2l+1$ equal terms add up to
\begin{equation}
\varepsilon_{nl}=(2l+1)\,\frac{d_{nl}}{\sqrt{2l+1}\,d_{1s}}\,\frac{R^l}{2l+1}=\frac{d_{nl}}{d_{1s}}\,V_{nl},\qquad V_{nl}=\frac{R^l}{\sqrt{2l+1}} .
\end{equation}
$V_{nl}$ is also the matrix element of $H$ between $1s^2$ and the normalized pair $nl^2$ of total angular momentum zero.

\subsection*{The ranking}

With the computed couplings,
\begin{align}
\varepsilon_{2p}&=-\frac{0.06177}{0.99599}\times0.3097=-0.0192\ \text{hartree},\\
\varepsilon_{2s}&=-\frac{0.06151}{0.99599}\times0.2479=-0.0153\ \text{hartree},\\
\varepsilon_{3d}&=-\frac{0.01270}{0.99599}\times0.1633=-0.0021\ \text{hartree}.
\end{align}
The order is 2p, 2s, 3d. The penalty $H_{11}-E_{\rm HF}$ is $0.00003$ hartree and all other shells together give $-0.0053$ hartree. The sum is the CI correlation energy, $-0.0419$ hartree or $-1.140$ eV. The three shells supply 45.8\%, 36.5\% and 5.0\% of it. The CI itself recovers 99.7\% of the correlation energy of the Hylleraas calculation. Without the cutoff in $l$ the three shares keep the digits shown and the couplings move by up to $0.0001$ hartree, while the other shells give $-0.0055$ hartree, the total becomes $-0.0420$ hartree or $-1.144$ eV, and the percentages drop to 45.6\%, 36.4\% and 4.9\%.

The shell populations give the same order, but not the same margin. The 2s and 2p shells hold nearly the same population, yet their energies differ by a quarter, because the 2p coupling is larger by that factor. The third place is narrow: the next shell, 3p, has a share of $-0.0020$ hartree, about 6\% less than 3d.

\subsection*{Why this order, and how firm it is}

Keep $1s^2$ and one pair $nl^2$. Measure energies from $H_{11}$, and let $\Delta$ be the diagonal energy of the pair $nl^2$ on this scale. The eigenvalue equations are
\begin{equation}
V d=\epsilon\,d_1,\qquad Vd_1+\Delta\,d=\epsilon\,d .
\end{equation}
The first gives $d/d_1=\epsilon/V$. Inserted in the second, it gives $\epsilon(\epsilon-\Delta)=V^2$. For the lower root $\epsilon<0$,
\begin{equation}
|\epsilon|=\frac{V^2}{\Delta+|\epsilon|}\approx\frac{V^2}{\Delta}\qquad(|V|\ll\Delta).
\label{eq:two}
\end{equation}
Since $V>0$ for 2s, 2p and 3d, $d$ has the sign opposite to $d_1$, as in the table.

The gaps are $\Delta=3.77$, $4.68$ and $10.02$ hartree for 2s, 2p and 3d. Compared with 2s, the 2p pair has a gap larger by a factor $1.24$, which works against it, but $V^2$ is larger by $1.56$, which outweighs the gap. The 3d pair has both a weaker coupling and a much larger gap.

Two variational measures use the same natural orbitals. One is the lowering when a shell is added alone to $1s^2$. The other is the cost of removing it from the set $\{1s,2s,2p,3d\}$. In hartree:
\begin{center}
\begin{tabular}{lrrr}
 & 2p & 2s & 3d\\
$|\varepsilon_{nl}|$ & 0.0192 & 0.0153 & 0.0021\\
added alone & 0.0204 & 0.0162 & 0.0027\\
removed & 0.0188 & 0.0154 & 0.0018
\end{tabular}
\end{center}
The values depend on the definition, but the order of the three shells is the same in all three rows. Complete partial waves are a different quantity, since they include 3s, 3p and so on. Added in the order s, p, d, they lower the energy by $0.0173$ (s, from Hartree--Fock), $0.0215$ (p) and $0.00225$ hartree (d). These steps depend on the order: the d wave added to the s wave without p gives $0.0032$ hartree.

For a two-electron ion of large $Z$, put $\mathbf r=\boldsymbol\rho/Z$. Then $H=Z^2[h'(1)+h'(2)+Z^{-1}/\rho_{12}]$ with $h'$ free of $Z$. The repulsion is a perturbation of relative order $1/Z$ on a non-degenerate level, so the first-order correction to $\Psi$ gives $d_{nl}/d_{1s}\propto1/Z$, with natural orbitals that tend to fixed functions of $\boldsymbol\rho$. Since $1/r_{12}=Z/\rho_{12}$, the coupling scales as $V\propto Z$, while the gaps scale as $\Delta\propto Z^2$. Hence $1-n_{1s}$ falls as $1/Z^2$ while the energy shares tend to constants. The estimate $V^2/\Delta$ fails when another pair comes close in energy to the leading one. Equation~\eqref{eq:shares} needs only $c_1\neq0$, but it rests on the pair expansion of a two-electron singlet and does not carry over unchanged to more electrons.

\section*{Variation 1: single orbitals}

Rank individual orbitals instead of shells.

\medskip
\noindent\textit{Solution.} The $2l+1$ terms of a shell in \eqref{eq:shares} are equal, so divide by the degeneracy:
\begin{equation}
2s:\ -0.0153,\qquad 2p:\ -\frac{0.0192}{3}=-0.0064,\qquad 3d:\ -\frac{0.0021}{5}=-0.0004\ \text{hartree}.
\end{equation}
Now 2s comes first, as it does in occupation per orbital. A 3d orbital is third only among these three: a 3s orbital ($-0.0010$ hartree) and a 3p orbital ($-0.00065$ hartree) each contribute more. The 2p shell leads because it has three members. A ranking must therefore say which of the two it counts.

\section*{Variation 2: one correlating shell}

Keep the natural 1s and 2p orbitals fixed and allow just $1s^2$ and $2p^2$. Find $n_{1s}$.

\medskip
\noindent\textit{Solution.} The computed lowering is $\epsilon=-0.020395$ hartree. From the first eigenvalue equation and $d_1^2+d^2=1$,
\begin{equation}
\frac d{d_1}=\frac{\epsilon}{V}=-\frac{0.020395}{0.30974}=-0.0658,\qquad
n_{1s}=\frac1{1+0.0658^2}=0.9957 .
\end{equation}
This misses almost half of the depopulation $1-n_{1s}=0.0080$ of the full CI, chiefly because the 2s pair is absent. The ratio $0.0658$ exceeds the value $0.0620$ of the full CI, so the 2p amplitude relative to 1s is smaller when the other pairs are present.

\section*{Computed results}
\begin{verbatim}
radial functions per wave 14, highest l 5
Laguerre exponents (1/bohr): 2.0 2.7 3.4 4.1 4.8 5.5
Hartree-Fock energy   -2.861680 Eh
CI energy             -2.903585 Eh
Hylleraas energy      -2.903720 Eh (34 terms)
CI correlation energy -0.041905 Eh = -1.1403 eV
part of Hylleraas correlation 99.68 %
l<=0: E -2.879022 Eh, step -0.017342 Eh, n(1s) 0.995610
l<=1: E -2.900505 Eh, step -0.021483 Eh, n(1s) 0.991869
l<=2: E -2.902752 Eh, step -0.002247 Eh, n(1s) 0.991923
l<=3: E -2.903304 Eh, step -0.000552 Eh, n(1s) 0.991962
l<=4: E -2.903500 Eh, step -0.000196 Eh, n(1s) 0.991979
l<=5: E -2.903585 Eh, step -0.000086 Eh, n(1s) 0.991987
shell: amplitude d, n per orbital and spin, shell sum per spin, <r>
1s: 0.995985, 0.9919869, 0.9919869, 0.9275 bohr
2s: -0.061513, 0.0037839, 0.0037839, 1.3160 bohr
2p: -0.061772, 0.0012719, 0.0038158, 1.0553 bohr
3d: -0.012698, 0.0000322, 0.0001612, 1.0783 bohr
Hylleraas amplitudes d: 0.995992 -0.061483 -0.061706 -0.012637
Gaussian CI n (1s, 2s, 2p x 3): 0.991970 0.003815 0.001280 0.001280 0.001280
Gaussian CI energy -2.902411 Eh
energy of natural 1s pair H11 -2.861653 Eh
penalty H11 - E_HF 0.0000271 Eh
shell: coupling V, gap, -V^2/gap (all Eh)
2s: 0.247871, 3.7707, -0.016294
2p: 0.309743, 4.6837, -0.020484
3d: 0.163329, 10.0153, -0.002664
shell: exact share, share per orbital, added alone, removal cost (Eh)
2s: -0.015309, -0.015309, -0.016224, 0.015366
2p: -0.019211, -0.006404, -0.020395, 0.018828
3d: -0.002082, -0.000416, -0.002663, 0.001777
exact shares / CI correlation energy (%), 2s 2p 3d: 36.53 45.84 4.97
sum of all other shares -0.005330 Eh
leading shells by exact share (Eh):
  2p: -0.019211
  2s: -0.015309
  3d: -0.002082
  3p: -0.001963
  3s: -0.000965
  4f: -0.000473
  4d: -0.000461
  4p: -0.000340
four-shell CI energy -2.899262 Eh
four-shell part of CI correlation 89.68 %
\end{verbatim}
